\section*{Uniform streaming current from the double layer of a rotating wafer}

A 100 mm oxide-covered wafer turns at 300 rpm in a 1 mM solution of a 1:1 salt. Its zeta potential is $-60$ mV. In the model worked out here it draws a current density of $0.793$ nA/cm$^2$ from the liquid, and this value is the same 1 cm from the axis as 4 cm from it, although the liquid beside the wafer flows outward four times faster at the larger radius. The uniformity, the size and the dependence on speed follow from the flow close to the wall and from conservation of charge.

\section{The flow and the charge it meets}

Let $z$ point from the wafer into the liquid, and let $i$ be the normal current density just outside the double layer, positive when it leaves the layer. The result to be derived is
\begin{equation}
 i=2a\,\varepsilon\zeta\,\frac{\Omega^{3/2}}{\nu^{1/2}},\qquad a\simeq0.510, \label{result}
\end{equation}
where $\varepsilon$ is the permittivity, $\nu$ the kinematic viscosity and $\Omega$ the rotation rate in rad/s. For negative $\zeta$ the current enters the layer.

The wafer is flat and insulating, with uniform $\zeta$, in a bath much deeper than the moving boundary layer. The flow is steady, laminar and incompressible. Away from the rim it is taken to be that of an infinite disk,
\begin{equation}
 v_r=rf(z),\qquad v_\theta=rg(z),\qquad v_z=h(z),
\end{equation}
with pressure depending on $z$ alone. That pressure also balances the normal electric force in the double layer, which is the same at every radius. The tangential electric force is neglected and sized later.

Incompressibility, $r^{-1}\partial_r(r^2f)+h'=0$, gives $h'=-2f$. In the radial momentum equation the radial part of the viscous term cancels, since $\partial_r^2(rf)+r^{-1}\partial_r(rf)-rf/r^2=0+f/r-f/r=0$. The same holds for the swirl. Dividing both equations by $r$ leaves
\begin{align}
 \nu f''&=f^2-g^2+hf', \label{radial}\\
 \nu g''&=2fg+hg'.
\end{align}
The term $-g^2$ is the centrifugal drive. At the wall $f=h=0$ and $g=\Omega$; far away $f$ and $g$ vanish.

Define $\delta=(\nu/\Omega)^{1/2}$ and set $z=\delta\eta$, $f=\Omega F$, $g=\Omega G$, $h=(\nu\Omega)^{1/2}H$. Every term of the momentum equations then carries the factor $\Omega^2$, and what remains is
\begin{equation}
 H'=-2F,\quad F''=F^2-G^2+HF',\quad G''=2FG+HG',
\end{equation}
with $F(0)=H(0)=0$, $G(0)=1$ and $F,G\to0$. No parameter is left, so $a=F'(0)$ is a pure number. Numerical solution gives $a=0.510233$; moving the far boundary from 5 to 3.5 mm changed it by a relative $-2.6\times10^{-9}$. The wall shear per unit radius is
\begin{equation}
 s=f'(0)=\frac{\Omega a}{\delta}=a\,\Omega^{3/2}\nu^{-1/2}. \label{shear}
\end{equation}
The power $3/2$ thus has two parts: the velocity scale brings one factor of $\Omega$, and the thinning of the boundary layer brings $\Omega^{1/2}$.

Integrating (\ref{radial}) over $z$ shows what sets this shear. By parts, $\int_0^\infty hf'\,dz=[hf]_0^\infty-\int_0^\infty h'f\,dz=2\int_0^\infty f^2\,dz$, so
\begin{equation}
 \nu s=\int_0^\infty(g^2-3f^2)\,dz .
\end{equation}
Wall friction balances the centrifugal drive less the momentum carried outward. The computed flow satisfied this identity within one part in $10^4$.

Now take the ions. Let $\phi(z)$ be the equilibrium potential of the layer, with $\phi(0)=\zeta$ at the plane where the liquid does not slip and $\phi\to0$ in the neutral liquid. The charge density is $\rho=-\varepsilon\phi''$. Its first moment is
\begin{align}
 \int_0^\infty z\rho\,dz
 &=-\varepsilon\left([z\phi']_0^\infty-\int_0^\infty\phi'\,dz\right)\nonumber\\
 &=-\varepsilon\left(0-(0-\zeta)\right)=-\varepsilon\zeta. \label{moment}
\end{align}
Rapid decay of $\phi$ removes the boundary term. The step does not require $\zeta$ to be small.

\section{First derivation: balance of the sheet current}

The Debye length $\lambda$ is $9.614$ nm in the example and $\delta$ is $168.3$ $\mu$m. Across the charged layer the radial velocity is therefore $v_r\simeq rsz$ to leading order in $\lambda/\delta$. The convected current per unit length of a circle of radius $r$ is
\begin{equation}
 K_r=\int_0^\infty\rho v_r\,dz=rs\int_0^\infty z\rho\,dz=-\varepsilon\zeta sr. \label{sheet}
\end{equation}
A negative $\zeta$ is screened by positive ions, and these are swept outward, so $K_r>0$. The swirl also carries charge, but its current does not vary around a circle and has no divergence.

Consider the part of the layer between $r$ and $r+dr$. No current crosses the insulating wall. If conduction along the layer is negligible, steady charge conservation requires
\begin{equation}
 2\pi\,d(rK_r)+2\pi r\,i\,dr=0 .
\end{equation}
Dividing by $2\pi r\,dr$ and using (\ref{sheet}),
\begin{equation}
 i=-\frac1r\frac{d(rK_r)}{dr}=\frac{\varepsilon\zeta s}{r}\frac{d(r^2)}{dr}=2\varepsilon\zeta s .
\end{equation}
With (\ref{shear}) this is (\ref{result}). The current through a circle grows as $r^2$, and so does the enclosed area; their ratio cannot depend on $r$.

The convected current itself stays inside the layer, because $\rho$ vanishes outside. What passes into or out of the neutral liquid is a conduction current. If both ions diffuse equally fast, as assumed in the example, it is driven by the small potential differences that the flow builds up; otherwise diffusion contributes to it near the layer.

For the example $\Omega=31.42$ rad/s and $\nu=0.89$ mm$^2$/s, which give $s=9.524\times10^4$ m$^{-1}$s$^{-1}$. Hence
\begin{align}
 i&=2(6.942\times10^{-10}\,\mathrm{F/m})(-0.060\,\mathrm{V})
 (9.524\times10^4\,\mathrm{m^{-1}s^{-1}})\nonumber\\
 &=-7.93\times10^{-6}\,\mathrm{A/m^2}=-0.793\,\mathrm{nA/cm^2}.
\end{align}

\subsection{Closure at the rim and the potential it produces}

At the rim the sheet current is $K_r(R)=1.983$ nA/cm. Since $i=-2K_r(R)/R$,
\begin{equation}
 \pi R^2i+2\pi RK_r(R)=0 .
\end{equation}
The wafer takes in $62.3$ nA over its face and, if the charged surface ends at the rim, releases the same current there. The uniform law therefore ends there.

To estimate the resulting potential, let the wafer lie in a coplanar, stationary, uncharged insulating plane below a large bath of conductivity $\sigma$. A point source $I$ on this plane feeds a half-space and produces the potential $I/(2\pi\sigma d)$ at distance $d$. Summing rings of source $2\pi r\,i(r)\,dr$ at the centre, with the rim included as a narrow region where $K_r$ falls to zero, gives
\begin{align}
 \phi_c&=\frac1\sigma\int i\,dr
 =-\frac1\sigma\int\left(\frac{dK_r}{dr}+\frac{K_r}{r}\right)dr\nonumber\\
 &=-\frac1\sigma\int_0^R\frac{K_r}{r}\,dr
 =\frac{\varepsilon\zeta sR}{\sigma}=\frac{iR}{2\sigma}.
\end{align}
The derivative term integrates to zero because $K_r$ vanishes at the centre and beyond the rim. In the last two expressions $i$ is again the uniform density. With $R=5$ cm and $\sigma=150.2$ $\mu$S/cm, the centre lies at $-13.2$ $\mu$V relative to the distant bath. A numerical sum over a rim smoothed on the scale $0.01R$ gave the same value.

\section{Second derivation: charge balance at each height}

The second route follows the liquid as it approaches the wall. Write the total current density as $\rho\mathbf v+\mathbf j$, where $\mathbf j$ is the conduction current from migration and diffusion. In steady state its divergence vanishes. Since $\nabla\cdot\mathbf v=0$ and $\rho$ depends on $z$ alone,
\begin{equation}
 \nabla\cdot\mathbf j=-\nabla\cdot(\rho\mathbf v)=-\mathbf v\cdot\nabla\rho=-h\rho' .
\end{equation}
Neglecting tangential conduction within the layer leaves $dj_z/dz=-h\rho'$. The insulating wall requires $j_z(0)=0$, and therefore
\begin{equation}
 i=-\int_0^\infty h\rho'\,dz. \label{axial}
\end{equation}
Close to the wall $h'=-2f\simeq-2sz$, so $h\simeq-sz^2$. Substitution and one integration by parts give
\begin{align}
 i&=s\int_0^\infty z^2\rho'\,dz
 =s\left([z^2\rho]_0^\infty-2\int_0^\infty z\rho\,dz\right)\nonumber\\
 &=-2s(-\varepsilon\zeta)=2\varepsilon\zeta s .
\end{align}
Uniformity now has another appearance: neither the approach speed $h$ nor the charge profile depends on $r$.

For $\zeta<0$ the charge is positive and falls with height. Descending liquid brings weakly charged fluid to places where equilibrium demands more positive charge. Conduction must supply the difference, so the current points toward the wafer.

This route also shows where the current arises. For small $|\zeta|$, $\rho\propto e^{-z/\lambda}$ and the source is proportional to $z^2e^{-z/\lambda}$, which is largest at $z=2\lambda$. Integrating it from the wall gives
\begin{equation}
 \frac{j_z(z)}{i}=1-e^{-x}\left(1+x+\frac{x^2}{2}\right),\qquad x=\frac z\lambda .
\end{equation}
This ratio starts as $x^3/6$ at the wall and is within $0.3\%$ of one at ten Debye lengths.

\subsection{A layer of finite thickness}

The next term in the flow follows from (\ref{radial}) at the wall, where $f=h=0$ and $g=\Omega$. There $f''(0)=-\Omega^2/\nu$, so $f\simeq sz-\Omega^2z^2/(2\nu)$. The second moment of the charge is
\begin{equation}
 \int_0^\infty z^2\rho\,dz=2\varepsilon\int_0^\infty z\phi'\,dz
 =-2\varepsilon\int_0^\infty\phi\,dz .
\end{equation}
Thus $K_r/r=-\varepsilon\zeta s+(\varepsilon\Omega^2/\nu)\int\phi\,dz$. Dividing by the leading term and using $\nu s/\Omega^2=a\delta$,
\begin{equation}
 \frac{i}{2\varepsilon\zeta s}\simeq1-\frac{1}{a\delta\,\zeta}\int_0^\infty\phi\,dz. \label{finite}
\end{equation}
For small $|\zeta|$ the integral is $\zeta\lambda$ and the relative change is $-\lambda/(a\delta)=-0.0112\%$ here. The full calculation at $-60$ mV gives $-0.0104\%$.

The smaller value comes from the nonlinear layer. With thermal voltage $V_T$ and ion number density $n$ of each species, Boltzmann ions give $\rho=-2ne\sinh(\phi/V_T)$. Since $\lambda^2=\varepsilon V_T/(2ne)$, Poisson's equation is $\phi''=(V_T/\lambda^2)\sinh(\phi/V_T)$. Multiplying by $\phi'$ and integrating from the neutral liquid,
\begin{equation}
 \frac{\phi'^2}{2}=\frac{V_T^2}{\lambda^2}\left(\cosh\frac{\phi}{V_T}-1\right),
 \qquad \phi'=-\frac{2V_T}{\lambda}\sinh\frac{\phi}{2V_T}. \label{gc}
\end{equation}
Because $|\sinh y|\ge|y|$, the potential decays at least as fast as in the linear layer, and $\int|\phi|\,dz\le\lambda|\zeta|$.

The law and its correction were tested at $\zeta=-25$, $-60$ and $-120$ mV with the computed flow and the nonlinear charge profile. Equation (\ref{finite}) held within $10^{-6}$ of the leading current. Flows solved separately at half, one and two times the example's speed gave a fitted power of $1.49995$ in $\Omega$. Doubling $\nu$ gave the power $-0.499956$. The small departures from $3/2$ and $-1/2$ have the sign and size that (\ref{finite}) implies.

\section{The example beside a real wafer}

The example has the scale of a small oxide-covered wafer in a dilute cleaning or measuring bath. Its liquid properties are rough values, and its zeta potential is chosen, whereas a real one depends on pH, salt and surface treatment. At the rim $R^2\Omega/\nu=8.82\times10^4$, below a rough value of $2\times10^5$ for transition to turbulence. It is slightly above the value, near $8\times10^4$, at which spiral disturbances begin to grow, so weak vortices may appear over the outer few per cent of the radius. A 300 mm wafer at the same speed and viscosity would have nine times this Reynolds number, so the laminar law could not be used over its whole face. Nor does the law cover spin cleaning with a liquid film whose depth is comparable with $\delta$. Every real wafer breaks the infinite-disk assumption at its rim. If the disturbed strip is $5\delta$ wide, an assumed figure, it covers $3.3\%$ of the area; this is not an estimate of the current error. Warming by 5 K at fixed $\zeta$ raises the current magnitude by about $3.3\%$. For a 100 nm oxide of rough resistivity $10^{14}$ ohm cm, leakage driven by the centre potential is about $1.7\times10^{-5}$ of the normal current.

\section{What each derivation assumes}

The two routes are linked by an integration by parts that holds for the whole velocity profile:
\begin{equation}
 -\int_0^\infty h\rho'\,dz=\int_0^\infty h'\rho\,dz
 =-2\int_0^\infty f\rho\,dz=-\frac{2K_r}{r}.
\end{equation}
The boundary term vanishes because $h=0$ at the wall and $\rho=0$ far away. The routes therefore check each other's algebra, but not the physical assumptions they share.

Both need an equilibrium charge profile. Within the layer, the scale of the disturbance by flow is the ratio of the normal speed at one Debye length, about $s\lambda^2$, to the diffusion speed $D/\lambda$. This ratio, $s\lambda^3/D$, is $4.2\times10^{-11}$ in the example, where both ions are given the diffusivity $D=2\times10^{-5}$ cm$^2$/s. It is only a scale: summed over ten Debye lengths, the shift of the counter-ion electrochemical potential is about $2\times10^{-9}$ of the thermal energy. A larger but still negligible effect comes from the salt swept outward with the layer: its replacement by diffusion through the neutral liquid lowers the salt concentration beside the wafer by a relative amount of about $2\times10^{-7}$. Unequal diffusivities change the size of this shift and can reverse its sign. Both also neglect tangential conduction in the layer. With the field scale $|\phi_c|/R$, that current, including electro-osmosis, is about $4.4\times10^{-7}$ of the convected rim current. The local ratio of the two currents is $1.5$ times this value near the centre, about twice it at half the radius and five times it at $0.9R$. What alters $i$ is the divergence of the conducted current, which grows faster toward the rim: at $0.9R$ it is about $9\times10^{-6}$ of $i$. The estimate does not apply right at the rim, where the field is concentrated.

Both assume no slip, and this matters more. A slip length $b\ll\delta$ changes the radial velocity to $rs(z+b)$. From (\ref{gc}), the total diffuse charge is $\int\rho\,dz=\varepsilon\phi'(0)=-(2\varepsilon V_T/\lambda)\sinh(\zeta/2V_T)$. Adding $rsb$ times this charge to (\ref{sheet}) multiplies the current by
\begin{equation}
 1+\frac{b}{\lambda}\,\frac{2V_T}{\zeta}\sinh\frac{\zeta}{2V_T}.
\end{equation}
With $V_T=25.69$ mV and an assumed $b=1$ nm, the increase is $12.9\%$. An observer who applied (\ref{result}) without slip would then infer about $-68$ mV instead of $-60$ mV. A clean oxide that water wets well is expected to slip less than this.

The routes differ in what they must resolve. The first needs the radial velocity and a balance over the whole layer; it says nothing about how current is distributed in height. The second needs the axial velocity to second order in $z$ and the local charge gradient, and in return it gives that distribution.

The difference shows when $\zeta$ varies slowly with radius, over distances far above $\lambda$. The first route gives at once
\begin{equation}
 i=\frac{\varepsilon s}{r}\frac{d(r^2\zeta)}{dr}
 =2\varepsilon s\zeta+\varepsilon s r\frac{d\zeta}{dr}.
\end{equation}
Equation (\ref{axial}) yields the first term alone, because it assumed that $\rho$ depends only on $z$. Restoring the radial part of $\mathbf v\cdot\nabla\rho$ adds
\begin{equation}
 -\int_0^\infty rsz\,\frac{\partial\rho}{\partial r}\,dz
 =-rs\frac{d}{dr}(-\varepsilon\zeta)=\varepsilon sr\frac{d\zeta}{dr},
\end{equation}
and the two agree again. In the rotating-disk flow, a uniform normal current $i_0$ over the whole face thus requires a uniform zeta potential: setting $i=i_0$ and integrating gives $\zeta=i_0/(2\varepsilon s)+C/r^2$, and the constant $C$ must vanish for $\zeta$ to stay finite at the centre. The remaining printed values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Wafer radius: 5 cm
Rotation speed: 300 rpm
Rotation rate Omega: 31.42 rad/s
Zeta potential: -60 mV
Salt concentration: 1 mM
Temperature: 298.15 K
Relative permittivity (rough): 78.4
Kinematic viscosity (rough): 0.89 mm2/s
Liquid density (rough): 997 kg/m3
Ion diffusivity (rough): 2e-05 cm2/s
Thermal voltage: 25.69 mV
Permittivity: 6.942e-10 F/m
Debye length: 9.614 nm
Flow length delta: 168.3 um
Debye length / delta: 5.712e-05
Wall-shear number a: 0.510233
Current prefactor 2a: 1.02047
Relative shift of a, 3.5 against 5 mm box: -2.6e-09
Wall shear per radius s: 9.524e+04 1/(m s)
Fitted power of rotation rate: 1.49995
Fitted power of viscosity: -0.499956
Normal current density, thin-layer law: -0.79331 nA/cm2
Normal current density, full layer: -0.79323 nA/cm2
Same current density, thin-layer law: -7.933 uA/m2
Sheet current at rim, outward: 1.983 nA/cm
Total normal current over wafer: -62.31 nA
Bulk conductivity (model): 150.2 uS/cm
Centre potential against far bath: -13.2 uV
Smooth-rim centre potential: -13.2 uV
Finite-layer change of current: -0.0104 %
Assumed slip length: 1 nm
Current change from that slip: 12.9 %
Surface conductivity: 0.334 nS
Surface conduction / convected current: 4.4e-07
Layer Peclet number: 4.2e-11
Oxide thickness: 100 nm
Oxide resistivity (rough): 1e+14 ohm cm
Oxide leakage / normal current: 1.7e-05
Temperature rise considered: 5 K
Viscosity slope (rough): -2.2 %/K
Permittivity slope (rough): -0.46 %/K
Current change from warming, fixed zeta: 3.3 %
Assumed disturbed rim width: 0.84 mm
Area share of that rim: 3.3 %
Reynolds number at rim: 8.82e+04
Transition Reynolds number (rough): 2e+05
\end{verbatim}
